**Scalar and tensor polarizabilities from reduced dipole elements**

The program tests the quadratic Stark shift $-(F^2/2)[\alpha_0+\alpha_2(3M^2-J(J+1))/(J(2J-1))]$ of a level with angular momentum $J$ and magnetic number $M$ in a static field $F$; for $J=0$ and $1/2$ only the scalar polarizability $\alpha_0$ remains. The tensor polarizability $\alpha_2$ is computed from squared reduced dipole elements, energy gaps and 6j symbols. The angular identities are asserted for all $J$ up to 4. For a model of two interacting electrons with 153 states and 35 levels, the formula is asserted against second-order sums resolved in $M$, and the largest error is $4.2\times10^{-14}$ relative to the summed magnitudes of the contributions to $\alpha_0$. For a one-electron model, it is asserted against the curvature of energies diagonalized in the field, with a largest error of $4.8\times10^{-9}$ $e^2$Å$^2$/eV. The program also asserts that the deviation from the formula for p$_{3/2}$ grows close to sixteenfold when the field doubles, and that a close p$_{1/2}$ partner spoils the formula for $|M|=1/2$ but not for $|M|=3/2$. The output gives $\alpha_0=3.581$ and $\alpha_2=-1.211$ $e^2$Å$^2$/eV for the p$_{3/2}$ level of the example.

## Numerical verification

```python
"""Quadratic Stark shift of an isolated atomic level with angular momentum J.

Result under test, for H = H0 - F*Dz and sublevel M:
  shift = -(F^2/2) * [alpha0 + alpha2*(3M^2 - J(J+1))/(J(2J-1))]   (J >= 1)
  shift = -(F^2/2) * alpha0                                      (J = 0, 1/2)
  alpha0 = 2/(3(2J+1)) * sum S/gap
  alpha2 = 4*sqrt(5J(2J-1)/(6(J+1)(2J+1)(2J+3)))
           * sum (-1)^(J+J') * {J 1 J'; 1 J 2} * S/gap
S   = squared reduced dipole element (sum over M, M' and dipole components),
gap = E(J') - E(J).
Units: energy eV, dipole e*angstrom, field V/angstrom,
polarizability e^2 angstrom^2/eV.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
from types import SimpleNamespace

import numpy as np
from scipy import constants
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j


def half(x):
    """Exact integer or half-integer for sympy."""
    return Rational(int(round(2 * x)), 2)


@lru_cache(maxsize=None)
def six_j(a, b, c, d, e, f):
    return float(wigner_6j(*[half(x) for x in (a, b, c, d, e, f)]))


def three_j(a, b, c, d, e, f):
    return float(wigner_3j(*[half(x) for x in (a, b, c, d, e, f)]))


def m_factor(J, M):
    """M dependence of the tensor term; the term is absent for J < 1."""
    return 0.0 if J < 1 else (3 * M**2 - J * (J + 1)) / (J * (2 * J - 1))


def tensor_weight(J, Jp):
    """Coefficient of S/gap in alpha2."""
    root = sqrt(5 * J * (2 * J - 1)
                / (6 * (J + 1) * (2 * J + 1) * (2 * J + 3)))
    sign = (-1) ** int(round(J + Jp))
    return 4 * root * sign * six_j(J, 1, Jp, 1, J, 2)


# ---------- angular identities, checked with exact 3j and 6j symbols ----------
for twice_J in range(0, 9):
    J = twice_J / 2
    M_values = [-J + k for k in range(twice_J + 1)]
    for Jp in (J - 1, J, J + 1):
        if Jp < 0 or J + Jp < 1:
            continue
        if Jp < J:
            ratio = -1.0
        elif Jp == J:
            ratio = (2 * J - 1) / (J + 1)
        else:
            ratio = -J * (2 * J - 1) / ((J + 1) * (2 * J + 3))
        scalar_weight = 2 / (3 * (2 * J + 1))
        assert abs(tensor_weight(J, Jp) - ratio * scalar_weight) < 1e-12
        if J < 1:
            assert six_j(J, 1, Jp, 1, J, 2) == 0
        for M in M_values:
            direct = 2 * three_j(J, 1, Jp, -M, 0, M) ** 2
            recoupled = scalar_weight * (1 + ratio * m_factor(J, M))
            assert abs(direct - recoupled) < 1e-12
    if J >= 1:
        norm = sqrt((2*J - 1) * 2*J * (2*J + 1) * (2*J + 2) * (2*J + 3))
        for M in M_values:
            sign = (-1) ** int(round(J - M))
            closed = sign * 2 * (3 * M**2 - J * (J + 1)) / norm
            assert abs(three_j(J, 2, J, -M, 0, M) - closed) < 1e-12


# ---------- atoms built in an uncoupled orbital and spin basis ----------
def cos_theta_element(l1, l2, m):
    """<l1 m|cos(theta)|l2 m> by exact Gauss-Legendre quadrature."""
    x, w = np.polynomial.legendre.leggauss(16)
    m = abs(m)

    def theta_part(l):
        n = sqrt((2 * l + 1) / 2 * factorial(l - m) / factorial(l + m))
        return n * lpmv(m, l, x)

    return float(np.sum(w * theta_part(l1) * x * theta_part(l2)))


def one_electron_atom(shells, radial):
    """shells: (l, energy, spin-orbit constant); radial: {(i, j): <r>}."""
    basis = [(i, m, s) for i, shell in enumerate(shells)
             for m in range(-shell[0], shell[0] + 1) for s in (-0.5, 0.5)]
    index = {state: k for k, state in enumerate(basis)}
    size = len(basis)
    Lp, Sp, Dz = (np.zeros((size, size)) for _ in range(3))
    for (i, m, s), k in index.items():
        l = shells[i][0]
        if m < l:
            Lp[index[(i, m + 1, s)], k] = sqrt(l * (l + 1) - m * (m + 1))
        if s < 0:
            Sp[index[(i, m, 0.5)], k] = 1.0
        for (a, b), r in radial.items():
            if i == a and abs(m) <= shells[b][0]:
                n = index[(b, m, s)]
                value = -r * cos_theta_element(l, shells[b][0], m)
                Dz[k, n] = Dz[n, k] = value
    Lz = np.diag([float(b[1]) for b in basis])
    Sz = np.diag([b[2] for b in basis])
    spin_orbit = Lz @ Sz + (Lp @ Sp.T + Lp.T @ Sp) / 2
    H0 = (np.diag([shells[b[0]][1] for b in basis])
          + np.diag([shells[b[0]][2] for b in basis]) @ spin_orbit)
    return SimpleNamespace(H0=H0, Lp=Lp, Lz=Lz, Sp=Sp, Sz=Sz, Dz=Dz)


def square(plus, z):
    """Square of an angular momentum from its raising and z operators."""
    return plus.T @ plus + z @ z + z


def dipole_components(atom):
    Lp, Dz = atom.Lp, atom.Dz
    return (Dz, (Lp @ Dz - Dz @ Lp) / sqrt(2),
            (Lp.T @ Dz - Dz @ Lp.T) / sqrt(2))


def two_electron_atom(one):
    """Antisymmetric pair states with scalar two-electron interactions."""
    n = len(one.H0)
    pairs = [(i, j) for i in range(n) for j in range(i + 1, n)]
    A = np.zeros((n * n, len(pairs)))
    for k, (i, j) in enumerate(pairs):
        A[i * n + j, k] = 1 / sqrt(2)
        A[j * n + i, k] = -1 / sqrt(2)
    unit = np.eye(n)
    pair = SimpleNamespace(**{
        name: A.T @ (np.kron(op, unit) + np.kron(unit, op)) @ A
        for name, op in vars(one).items()})
    # The last term mixes configurations of equal parity.
    pair.H0 = (pair.H0 + 0.07 * square(pair.Lp, pair.Lz)
               + 0.11 * square(pair.Sp, pair.Sz)
               + 0.03 * sum(d.T @ d for d in dipole_components(pair)))
    return pair


def find_levels(atom):
    """Group eigenstates into multiplets and read J from the J^2 operator."""
    E, V = np.linalg.eigh(atom.H0)
    J2 = square(atom.Lp + atom.Sp, atom.Lz + atom.Sz)
    cuts = np.where(np.diff(E) > 1e-7)[0] + 1
    levels = []
    for group in np.split(np.arange(len(E)), cuts):
        v = V[:, group]
        mean_J2 = np.trace(v.T @ J2 @ v) / len(group)
        J_raw = (sqrt(1 + 4 * mean_J2) - 1) / 2
        J = round(2 * J_raw) / 2
        assert abs(J - J_raw) < 1e-6 and len(group) == round(2 * J + 1)
        levels.append(SimpleNamespace(E=float(E[group].mean()), J=J, v=v))
    return levels


def contributions(level, levels, D):
    """(other level, S, gap, part of alpha0, part of alpha2) per coupling."""
    rows = []
    for other in levels:
        if other is level:
            continue
        S = sum(float(np.sum((level.v.T @ d @ other.v) ** 2)) for d in D)
        if S < 1e-12:
            continue
        gap = other.E - level.E
        rows.append((other, S, gap, 2 * S / (3 * (2 * level.J + 1) * gap),
                     tensor_weight(level.J, other.J) * S / gap))
    return rows


def polarizabilities(level, levels, D):
    rows = contributions(level, levels, D)
    return sum(r[3] for r in rows), sum(r[4] for r in rows)


def sublevel_sums(level, levels, atom):
    """M-resolved second-order sums, without any recoupling algebra."""
    M, U = np.linalg.eigh(level.v.T @ (atom.Lz + atom.Sz) @ level.v)
    states = level.v @ U
    total = np.zeros(len(M))
    for other in levels:
        if other is not level:
            amplitude = other.v.T @ atom.Dz @ states
            total += 2 * np.sum(amplitude**2, axis=0) / (other.E - level.E)
    return M, total


def exact_shift(atom, level, M, F):
    """Shift from diagonalization in the field, followed by overlap."""
    keep = np.abs(np.diag(atom.Lz + atom.Sz) - M) < 1e-9
    h = atom.H0[np.ix_(keep, keep)]
    d = atom.Dz[np.ix_(keep, keep)]
    E0, V0 = np.linalg.eigh(h)
    start = int(np.argmin(np.abs(E0 - level.E)))
    E, V = np.linalg.eigh(h - F * d)
    return float(E[np.argmax(np.abs(V.T @ V0[:, start]))] - E0[start])


# ---------- many-electron test: every level of an interacting pair ----------
pair = two_electron_atom(one_electron_atom(
    [(0, 0.0, 0.0), (1, 2.0, 0.2), (2, 3.7, 0.04)],
    {(0, 1): 2.0, (1, 2): 3.0}))
pair_levels = find_levels(pair)
pair_D = dipole_components(pair)
worst_pair = 0.0
for level in pair_levels:
    a0, a2 = polarizabilities(level, pair_levels, pair_D)
    rows = contributions(level, pair_levels, pair_D)
    scale = sum(abs(r[3]) for r in rows)
    for M, direct in zip(*sublevel_sums(level, pair_levels, pair)):
        error = abs(direct - a0 - a2 * m_factor(level.J, M)) / scale
        worst_pair = max(worst_pair, error)
assert worst_pair < 1e-8

# ---------- worked example: one valence electron ----------
names = ["lower s1/2", "p1/2", "p3/2", "upper s1/2", "d3/2", "d5/2"]
shell_of = [0, 1, 1, 2, 3, 3]
radial = {(0, 1): 2.0, (1, 2): 2.5, (1, 3): 3.0}


def example_shells(zeta_p):
    return [(0, 0.0, 0.0), (1, 2.0, zeta_p), (0, 3.1, 0.0), (2, 3.6, 0.04)]


shells = example_shells(0.2)
atom = one_electron_atom(shells, radial)
levels = find_levels(atom)
D = dipole_components(atom)
assert [lev.J for lev in levels] == [0.5, 0.5, 1.5, 0.5, 1.5, 2.5]

# Finite-field curvature of every sublevel against the formula.
worst_field = 0.0
for level in levels:
    a0, a2 = polarizabilities(level, levels, D)
    for M in np.arange(-level.J, level.J + 0.5):
        coarse, fine = (-2 * exact_shift(atom, level, M, F) / F**2
                        for F in (2e-3, 1e-3))
        curvature = (4 * fine - coarse) / 3
        error = abs(curvature - a0 - a2 * m_factor(level.J, M))
        worst_field = max(worst_field, error)
assert worst_field < 1e-6

p_half, p_three = levels[1], levels[2]
alpha0, alpha2 = polarizabilities(p_three, levels, D)
rows = contributions(p_three, levels, D)

# Squared reduced elements from radial integrals.
angular_parts = []
for other, S, *_ in rows:
    shell = shell_of[next(k for k, x in enumerate(levels) if x is other)]
    l, lp = 1, shells[shell][0]
    r = radial[(min(1, shell), max(1, shell))]
    angular = ((2 * p_three.J + 1) * (2 * other.J + 1) * max(l, lp)
               * six_j(l, p_three.J, 0.5, other.J, lp, 1) ** 2)
    assert abs(S - angular * r**2) < 1e-10
    angular_parts.append(angular)


def quadratic(a0, a2, J, M, F):
    return -F**2 / 2 * (a0 + a2 * m_factor(J, M))


def deviation(model, level, a0, a2, M, F):
    return (exact_shift(model, level, M, F)
            - quadratic(a0, a2, level.J, M, F))


# The first neglected term grows as the fourth power of the field.
growth = {}
for M in (0.5, 1.5):
    growth[M] = (deviation(atom, p_three, alpha0, alpha2, M, 0.01)
                 / deviation(atom, p_three, alpha0, alpha2, M, 0.005))
    assert abs(growth[M] / 16 - 1) < 0.05

# Control: a close p1/2 partner spoils only the shared value |M| = 1/2.
close = one_electron_atom(example_shells(2e-4), radial)
close_levels = find_levels(close)
close_a = polarizabilities(close_levels[2], close_levels,
                           dipole_components(close))
wide_dev, close_dev = {}, {}
for M in (0.5, 1.5):
    wide_dev[M] = deviation(atom, p_three, alpha0, alpha2, M, 0.01)
    close_dev[M] = deviation(close, close_levels[2], *close_a, M, 0.01)
assert abs(close_dev[0.5]) > 50 * abs(wide_dev[0.5])
assert abs(close_dev[1.5]) < 5 * abs(wide_dev[1.5])

# ---------- printed numbers ----------
coulomb = constants.e / (4 * pi * constants.epsilon_0) * 1e10
unit = "e^2 A^2/eV"
print("A = angstrom; model with one valence electron")
for name, level in zip(names, levels):
    print(f"energy of {name}: {level.E:.3f} eV")
for label, r in zip(("lower s - p", "p - upper s", "p - d"), radial.values()):
    print(f"radial integral {label}: {r:.2f} A")
print("couplings of p3/2: gap | S/r^2 | S | alpha0 part | alpha2 part")
for (other, S, gap, part0, part2), angular in zip(rows, angular_parts):
    name = names[next(k for k, x in enumerate(levels) if x is other)]
    print(f"  {name}: {gap:.3f} eV | {angular:.5f} | {S:.4f} e^2 A^2"
          f" | {part0:.4f} | {part2:.4f} {unit}")
print(f"p3/2 alpha0: {alpha0:.4f} {unit}")
print(f"p3/2 alpha2: {alpha2:.4f} {unit}")
print(f"e^2/(4 pi eps0): {coulomb:.4f} eV A")
print(f"p3/2 alpha0 as a volume: {alpha0 * coulomb:.2f} A^3")
print(f"p3/2 alpha2 as a volume: {alpha2 * coulomb:.2f} A^3")
for M in (0.5, 1.5):
    total = alpha0 + alpha2 * m_factor(1.5, M)
    print(f"p3/2 alpha for |M|={M}: {total:.4f} {unit}")
for F in (0.01, 0.1):
    for M in (0.5, 1.5):
        q = quadratic(alpha0, alpha2, 1.5, M, F)
        x = exact_shift(atom, p_three, M, F)
        print(f"F={F} V/A, p3/2 |M|={M}: formula {q:.5e} eV,"
              f" exact {x:.5e} eV, formula/exact-1 {100*(q/x-1):.3f} %")
split = (quadratic(alpha0, alpha2, 1.5, 1.5, 0.01)
         - quadratic(alpha0, alpha2, 1.5, 0.5, 0.01))
print(f"E(|M|=3/2)-E(|M|=1/2) at 0.01 V/A, formula: {split:.5e} eV")
b0, b2 = polarizabilities(p_half, levels, D)
print(f"p1/2 alpha0: {b0:.4f} {unit}; alpha2: {b2 + 0.0:.4f} {unit}")
print(f"p1/2 shift at 0.01 V/A: formula {quadratic(b0, b2, .5, .5, .01):.5e}"
      f" eV, exact {exact_shift(atom, p_half, 0.5, 0.01):.5e} eV")
for M in (0.5, 1.5):
    print(f"|M|={M}: error growth on doubling F to 0.01 V/A: {growth[M]:.3f}")
for label, model_levels, dev in (("wide", levels, wide_dev),
                                 ("close", close_levels, close_dev)):
    gap = model_levels[2].E - model_levels[1].E
    print(f"{label} p splitting {gap:.2e} eV, exact-formula at 0.01 V/A:"
          f" |M|=1/2 {dev[0.5]:.2e} eV, |M|=3/2 {dev[1.5]:.2e} eV")
print(f"largest finite-field error in alpha: {worst_field:.1e} {unit}")
print(f"two-electron test: {len(pair.H0)} states, {len(pair_levels)} levels,"
      f" largest J {max(x.J for x in pair_levels):.0f}")
print(f"two-electron test, largest relative error: {worst_pair:.1e}")
print("all tests passed")
```

Output:

```
A = angstrom; model with one valence electron
energy of lower s1/2: 0.000 eV
energy of p1/2: 1.800 eV
energy of p3/2: 2.100 eV
energy of upper s1/2: 3.100 eV
energy of d3/2: 3.540 eV
energy of d5/2: 3.640 eV
radial integral lower s - p: 2.00 A
radial integral p - upper s: 2.50 A
radial integral p - d: 3.00 A
couplings of p3/2: gap | S/r^2 | S | alpha0 part | alpha2 part
  lower s1/2: -2.100 eV | 1.33333 | 5.3333 e^2 A^2 | -0.4233 | 0.4233 e^2 A^2/eV
  upper s1/2: 1.000 eV | 1.33333 | 8.3333 e^2 A^2 | 1.3889 | -1.3889 e^2 A^2/eV
  d3/2: 1.440 eV | 0.26667 | 2.4000 e^2 A^2 | 0.2778 | 0.2222 e^2 A^2/eV
  d5/2: 1.540 eV | 2.40000 | 21.6000 e^2 A^2 | 2.3377 | -0.4675 e^2 A^2/eV
p3/2 alpha0: 3.5810 e^2 A^2/eV
p3/2 alpha2: -1.2109 e^2 A^2/eV
e^2/(4 pi eps0): 14.3996 eV A
p3/2 alpha0 as a volume: 51.57 A^3
p3/2 alpha2 as a volume: -17.44 A^3
p3/2 alpha for |M|=0.5: 4.7920 e^2 A^2/eV
p3/2 alpha for |M|=1.5: 2.3701 e^2 A^2/eV
F=0.01 V/A, p3/2 |M|=0.5: formula -2.39598e-04 eV, exact -2.39512e-04 eV, formula/exact-1 0.036 %
F=0.01 V/A, p3/2 |M|=1.5: formula -1.18506e-04 eV, exact -1.18497e-04 eV, formula/exact-1 0.008 %
F=0.1 V/A, p3/2 |M|=0.5: formula -2.39598e-02 eV, exact -2.31414e-02 eV, formula/exact-1 3.537 %
F=0.1 V/A, p3/2 |M|=1.5: formula -1.18506e-02 eV, exact -1.17595e-02 eV, formula/exact-1 0.775 %
E(|M|=3/2)-E(|M|=1/2) at 0.01 V/A, formula: 1.21092e-04 eV
p1/2 alpha0: 2.8734 e^2 A^2/eV; alpha2: 0.0000 e^2 A^2/eV
p1/2 shift at 0.01 V/A: formula -1.43670e-04 eV, exact -1.43663e-04 eV
|M|=0.5: error growth on doubling F to 0.01 V/A: 15.994
|M|=1.5: error growth on doubling F to 0.01 V/A: 15.998
wide p splitting 3.00e-01 eV, exact-formula at 0.01 V/A: |M|=1/2 8.61e-08 eV, |M|=3/2 9.25e-09 eV
close p splitting 3.00e-04 eV, exact-formula at 0.01 V/A: |M|=1/2 2.11e-05 eV, |M|=3/2 7.64e-09 eV
largest finite-field error in alpha: 4.8e-09 e^2 A^2/eV
two-electron test: 153 states, 35 levels, largest J 4
two-electron test, largest relative error: 4.2e-14
all tests passed
```
